Hopping rate of an atom over a 0.7 eV barrier

**Problem**

In a copper interconnect at 600 K, an atom has one empty lattice site, a vacancy, beside it. To move there it must pass a migration barrier E = 0.7 eV, measured from the bottom of its potential well. Its attempt frequency is ν = 1 × 10¹³ per second. These are rough typical values for copper, and 600 K is a temperature of accelerated testing.

(a) Derive the hopping rate Γ through this one barrier for a classical atom in thermal equilibrium, when E is much larger than kT.

(b) Show that Γ is about 1.3 × 10⁷ per second.

(c) How does Γ respond to 10 K more, to 0.05 eV more barrier, and to cooling to a temperature of use, 378 K?

(d) A vacancy in copper has 12 neighbours, and costs roughly 1.3 eV to form. How often does the vacancy hop, and how often does an average atom hop?

(e) Estimate the effects left out of (a), including those of the electric current and of mechanical stress.

**Solution**

**(a) The rate as a flux**

Let x be the position along the path to the empty site, m the mass of the atom and V(x) its potential energy, with V = 0 at the bottom of the well and V = E at the barrier top. Motion along this single coordinate is the model. Every forward crossing of the top is counted as one completed hop; part (e) examines that assumption.

The number of forward crossings per second is the probability density at the top times the mean forward speed, where atoms moving backward contribute zero:

Γ = p(top) × ∫₀^∞ v f(v) dv.

In equilibrium the velocity has the Maxwell distribution

f(v) = √(m/2πkT) exp(−mv²/2kT).

Since ∫₀^∞ v exp(−mv²/2kT) dv = kT/m, the speed factor is

∫₀^∞ v f(v) dv = √(m/2πkT) × kT/m = √(kT/2πm).

The position has the Boltzmann distribution, normalized over the well where the atom starts:

p(top) = exp(−E/kT)/Z, Z = ∫ exp(−V(x)/kT) dx.

Because E is much larger than kT, the atom spends nearly all its time near the bottom, where the well is close to a parabola. An oscillator of frequency ν has angular frequency 2πν, so

V(x) = ½m(2πν)²x² = 2π²mν²x².

The integrand is negligible far from the bottom, so the limits may be moved to infinity. With ∫ exp(−ax²) dx = √(π/a) and a = 2π²mν²/kT,

Z = √(kT/(2πmν²)) = (1/ν) √(kT/2πm).

The speed factor and Z contain the same square root, which cancels:

Γ = √(kT/2πm) × exp(−E/kT) × ν/√(kT/2πm) = ν exp(−E/kT).

This is the Arrhenius form. At fixed ν the mass has dropped out: a heavier atom crosses the top more slowly, but the well that gives it the same ν is narrower, which raises the density at the top by the same factor.

Here ν is an ordinary frequency, in vibrations per second. Inserting the angular frequency instead would make the rate too large by 2π. The exponential can be read as the chance of success per vibration, and ν as the number of attempts per second.

The formula tends to ν at very high temperature, but that limit lies outside its range: once kT is comparable with E, the atom is no longer confined near the bottom of a well. As the temperature approaches zero the classical rate tends to zero, and tunnelling must then be considered.

**(b) The number**

With k = 8.617 × 10⁻⁵ eV/K,

kT = 8.617 × 10⁻⁵ eV/K × 600 K = 0.0517 eV,

E/kT = 0.7/0.0517 = 13.54.

The barrier is more than thirteen times kT, as the derivation requires. Then

exp(−13.54) = 1.32 × 10⁻⁶,

Γ = 10¹³ per second × 1.32 × 10⁻⁶ = 1.32 × 10⁷ per second,

which is about 1.3 × 10⁷ per second, as was to be shown.

In this model the atom vibrates on average 7.6 × 10⁵ times per hop. If this barrier were its one way out and the site stayed empty, the mean wait would be 1/Γ = 76 ns.

**(c) Sensitivity to temperature and barrier**

Take the logarithm, ln Γ = ln ν − E/kT, and differentiate at fixed ν and E:

d(ln Γ)/dT = E/(kT²) = 13.54/600 K = 0.0226 per K.

For 10 K this suggests a factor of about exp(0.226) = 1.25. The full formula, evaluated at 610 K, gives 1.249. A temperature error below two percent thus changes the rate by a quarter.

Raising the barrier by 0.05 eV at fixed temperature multiplies the rate by

exp(−0.05/0.0517) = 0.38.

Lowering it by the same amount multiplies the rate by 1/0.38 = 2.6. The figure 1.3 × 10⁷ therefore belongs to the stated inputs. For a real material whose barrier is uncertain by 0.05 eV, little more than the power of ten is known.

At 378 K, with the same ν and E, the rate is 4.65 × 10³ per second. It has fallen by a factor of about 2800, although the absolute temperature has fallen by only 37 percent.

**(d) The vacancy and the average atom**

Each of the 12 neighbours can hop into the vacancy at the rate Γ. In a short time dt the chance that one of them does so is 12Γ dt, so the chance that the vacancy has not yet moved decays as exp(−12Γt). Its total hopping rate is

12Γ = 1.58 × 10⁸ per second,

and its mean stay on one site is 1/(12Γ) = 6.3 ns. This is shorter than the 76 ns found above because usually another neighbour fills the site first. By symmetry, the chosen atom makes the next hop with probability 1/12.

An average atom rarely has a vacancy beside it. Let c be the fraction of sites that are vacant and E_f the formation energy. Leaving out the vibrational entropy of formation, the free energy per site is

F(c) = cE_f + kT[c ln c + (1 − c) ln(1 − c)].

The bracket is the mixing entropy with its sign reversed, in units of k. At the minimum,

dF/dc = E_f + kT ln[c/(1 − c)] = 0.

For c much smaller than one this gives

c = exp(−E_f/kT) = exp(−1.3/0.0517) = 1.2 × 10⁻¹¹.

A crystal with N sites has cN vacancies, which make 12ΓcN hops per second. Each hop moves one atom, and there are nearly N atoms, so the rate per atom is

Γ_atom = 12Γc = 1.58 × 10⁸ × 1.2 × 10⁻¹¹ = 1.9 × 10⁻³ per second.

With these inputs an average atom hops about once in nine minutes, while an atom with a vacancy beside it has the rate Γ. The vibrational entropy of formation S_f, left out above, multiplies c by exp(S_f/k). For copper S_f is roughly 1 to 3 k, a factor of about 3 to 20, which shortens the nine minutes accordingly but does not change the activation energy. Written out,

Γ_atom = 12ν exp[−(E + E_f)/kT],

so the average atom has an activation energy of 2.0 eV, not 0.7 eV. This holds when the vacancies are in equilibrium at each temperature. If their number were frozen in, c would be constant and the temperature dependence would again be set by 0.7 eV.

These rates count every hop, including one that merely undoes the hop before it. A diffusion coefficient needs a further correction for such returns.

**(e) What the simple rate leaves out**

**Shape of the well.** A real well is not a perfect parabola. For the smooth potential V = (E/2)(1 − cos θ), with θ proportional to x, expansion near the bottom gives

V = Eθ²/4 − Eθ⁴/48 + …

In the parabolic part the mean of θ² is 2kT/E, and the mean of θ⁴ for a Gaussian is three times its square, 12(kT/E)². The quartic term therefore multiplies Z, to leading order, by

1 + (E/48kT) × 12(kT/E)² = 1 + kT/(4E).

A larger Z means a smaller rate. At 600 K the reduction is 0.0517/2.8 = 1.8 percent. Direct integration of the flux and of Z for the full cosine gives 0.980 times the Arrhenius rate at 600 K and 0.997 times at 100 K. The correction shrinks on cooling, as it should.

**Attempt frequency.** The comparison above fixed ν and let the width of the cosine follow from it. Now fix the width instead at the real hop length, d = 0.256 nm, and use the mass of copper, 63.5 u. With θ = 2πx/d the curvature at the bottom is (E/2)(2π/d)². Setting this equal to m(2πν)² gives

ν = (1/d) √(E/2m) = 2.85 × 10¹² per second.

The given ν is 3.5 times larger. The estimate is crude, since it treats the neighbours as a rigid background and assumes the shape of the barrier. It suggests that ν should be regarded as an effective number, which may include the influence of the other vibrations, and that a factor of a few in the prefactor is easily in doubt. The vibrations of a copper crystal reach only about 7 × 10¹² per second, so the given ν is not the frequency of any one of them. Since Γ is proportional to ν, that factor passes straight into the rate.

**Quantum vibration.** For this estimate, treat ν as a real vibration frequency, although it is somewhat too high for copper. The ratio that measures quantum effects is then

u = hν/kT = 0.80,

which is not very small. Since dp = m dv, the classical flux can be written as

Γ = (kT/h) exp(−E/kT)/q,

where q = (1/h)∬ exp(−H/kT) dx dp is the partition function of the well and H the energy. For the classical oscillator q = kT/(hν) = 1/u, which returns Γ = ν exp(−E/kT). The quantum levels (n + ½)hν give instead

q = Σ exp[−(n + ½)u] = 1/[2 sinh(u/2)].

This is smaller than 1/u, so the rate rises by the factor

sinh(u/2)/(u/2) = 1.027.

The factor can be written as exp(u/2) × [1 − exp(−u)]/u. The first part, 1.49, comes from the zero-point energy, which lifts the atom above the bottom of the well. The second part, 0.69, comes from the spacing of the levels and cancels most of that gain.

**Tunnelling.** Take an inverted parabola for the barrier, with a frequency equal to ν. The known solution of the Schrödinger equation for this barrier gives the transmission at energy ε as 1/{1 + exp[−2π(ε − E)/hν]}. With y = (ε − E)/kT, its thermal average relative to classical passage is

∫ exp(−y)/[1 + exp(−2πy/u)] dy = (u/2)/sin(u/2) = 1.027.

The lower limit has been moved to −∞, which is harmless here. The two quantum factors together raise the rate by about 5.5 percent. With the lower vibration frequencies of real copper, both factors would be closer to one: at 3 × 10¹² per second, u = 0.24 and each factor is only 1.002. The integral converges only for u < 2π. At this ν that means temperatures above 600 K × 0.80/2π, or about 76 K; a lower frequency at the barrier top reduces this temperature in proportion. Near that temperature the estimate fails, because the energies that contribute reach below the region where the barrier is a parabola. Well below it, tunnelling far below the top dominates and the full shape of the barrier matters.

**Recrossing.** Collisions with the surroundings may send an atom back just after it has crossed. Describe them by a friction rate γ and a random acceleration ξ. Near a top with angular frequency ω, and with x now measured from the top,

dv/dt = ω²x − γv + ξ.

Let λ be the positive root of λ² + γλ = ω², and define A = v + (γ + λ)x. Then

dA/dt = ω²x + λv + ξ = λA + ξ,

because λ(γ + λ) = ω². A therefore grows exponentially, and its sign at late times decides on which side the atom ends. For a start at x = 0 with velocity v, that sign is the sign of v + η, where η = ∫₀^∞ ξ exp(−λt) dt. In equilibrium the noise strength is 2γkT/m, so η is Gaussian with variance (2γkT/m)/(2λ) = s²γ/λ, where s² = kT/m.

A trajectory that goes from left to right crosses the top forward once more than backward. One that returns to its own side has equal numbers of both. Weighting each crossing by its signed velocity, and keeping those that end on the right, therefore counts completed hops:

∫ v f(v) P(η > −v) dv, over all v.

Since v f(v) = −s² df/dv, integration by parts turns this into s² times the overlap of two Gaussians of variances s² and s²γ/λ. That overlap is 1/√[2πs²(1 + γ/λ)]. Dividing by the simple flux s/√(2π) gives the Kramers factor

κ = 1/√(1 + γ/λ) = λ/ω = √(1 + γ²/4ω²) − γ/2ω.

For an assumed friction γ = 0.2ω this is 0.905; simulated random trajectories started at the top gave 0.903. The friction is an illustrative choice, not a value for copper. Within this model κ is less than one, so recrossing lowers the rate. The derivation also assumes that the well stays in equilibrium, which fails if the friction is too weak to resupply energetic atoms.

**Electric current.** Take a current density of 1 MA/cm² and a rough resistivity of 4 microohm cm. The field is

4 × 10⁻⁸ ohm m × 10¹⁰ A/m² = 400 V/m.

The force on the atom, mostly due to the electrons streaming past, is written as an effective charge times this field. With a rough size of 5 elementary charges, the work over half a hop, 0.128 nm, is

w = 5 × 400 × 0.128 × 10⁻⁹ eV = 2.56 × 10⁻⁷ eV.

Half a hop is the relevant distance because the barrier top lies midway between the sites. The force also shifts the top and the bottom slightly, but the potential is flat at both, so this has no first-order effect. The barrier becomes E − w along the force and E + w against it, and

(Γ_forward − Γ_backward)/Γ = exp(w/kT) − exp(−w/kT) ≈ 2w/kT = 9.9 × 10⁻⁶.

The current thus leaves the hopping rate practically unchanged. For hops along the force it adds a bias of about one part in 100,000, and for hops at an angle to the force a smaller one. This bias produces the drift called electromigration. If the same current also heats the line by 10 K, that heating changes Γ by 25 percent, far more than the force does.

**Stress.** Suppose the crystal needs an extra volume of roughly 0.002 nm³ when the atom is at the barrier top. A tensile stress of 100 MPa acting equally in all directions, which is a negative pressure, then lowers the barrier by

10⁸ Pa × 2 × 10⁻³⁰ m³ = 2 × 10⁻²² J = 1.25 × 10⁻³ eV.

At fixed temperature the rate rises by 2.4 percent. Stress also changes the energy needed to form a vacancy, and hence c, which is not included in Γ. This effect is the larger one: with a rough formation volume of 0.009 nm³, the same stress lowers the formation energy by 5.6 × 10⁻³ eV and raises the equilibrium c by about 11 percent.

**Comparison with a real line.** The barrier, formation energy and temperature used here are in the range that applies to vacancies inside copper grains under accelerated test. For these inputs, the doubts about barrier and prefactor outweigh the other corrections to Γ estimated above. The step from Γ to the life of an interconnect fails for a different reason: much of the copper in a narrow line moves along interfaces and grain boundaries, not through the perfect lattice. The activation energy there is roughly 1 eV, against 2.0 eV for the average lattice atom in (d). At equal prefactors and 600 K, a reduction of 1 eV multiplies a rate by exp(1/0.0517), more than eight powers of ten. The rate 1.3 × 10⁷ per second describes an atom that already has a lattice vacancy beside it, and it should not be used by itself to predict the lifetime of a line.

The values used here are listed in the numerical output below.

Computed results

```
attempt frequency: 1.0e+13 per s
barrier: 0.70 eV
temperature: 600 K
Boltzmann constant: 8.617333e-05 eV/K
kT: 0.05170 eV
E/kT: 13.539
exp(-E/kT): 1.319e-06
HOPPING RATE, one exit: 1.319e+07 per s
mean vibrations per hop: 7.581e+05
mean wait, one exit: 75.8 ns
rate factor for 10 K more: 1.249
rate factor for 0.05 eV more: 0.380
temperature of use: 378 K
rate at temperature of use: 4.65e+03 per s
neighbours of the vacancy: 12
total vacancy hopping rate: 1.58e+08 per s
mean stay of vacancy: 6.32 ns
vacancy formation energy (rough): 1.3 eV
vacancy fraction at 600 K: 1.2e-11
hopping rate of average atom: 1.9e-03 per s
quadrature/Arrhenius, cosine, 600 K: 0.9801
quadrature/Arrhenius, cosine, 100 K: 0.9969
hop length (rough): 0.256 nm
copper mass used: 63.5 u
cosine frequency, real hop length: 2.85e+12 per s
given nu / cosine frequency: 3.51
h nu / kT: 0.800
quantum well factor: 1.0269
tunnelling factor: 1.0272
both quantum factors: 1.0548
assumed friction / barrier angular frequency: 0.2
recrossing factor, trajectories: 0.903
recrossing factor, Kramers: 0.905
current density: 1.0 MA/cm2
resistivity (rough): 4.0 microohm cm
effective charge number, size (rough): 5
electric field: 400 V/m
electromigration work, half hop: 2.56e-07 eV
(forward - backward)/rate: 9.9e-06
tensile stress: 100 MPa
migration volume (rough): 0.002 nm3
barrier lowering by stress: 1.25e-03 eV
rate increase by stress: 2.4 percent
```
